# The Wilczek–Zee holonomy and two noncommuting loops in the tripod: test program

```python
"""Wilczek-Zee holonomy of a degenerate level, tested on the tripod model.

Result under test: a state carried slowly round a closed loop inside a
degenerate level is multiplied by U = P exp(i loop-integral A), with
A_ab = i <a|d b> and later factors on the left. A change of frame F -> F g
conjugates U. In the tripod model two loops have noncommuting U.

Model (hbar = Omega = 1): H = |e><B| + |B><e|,
|B> = sin(theta)cos(phi)|1> + sin(theta)sin(phi)|2> + cos(theta)e^{i chi}|3>.
Basis order: |1>, |2>, |3>, |e>. The level at energy 0 is twofold (dark states).
alpha = 2 pi cos(theta0), beta = 2 pi sin(theta0)^2.
"""
import numpy as np

SX = np.array([[0, 1], [1, 0]], complex)
SY = np.array([[0, -1j], [1j, 0]])
SZ = np.diag([1.0 + 0j, -1.0])
P2 = np.diag([0j, 1.0])
TWO_PI = 2 * np.pi
N = 4000


def dag(m):
    return np.conj(np.swapaxes(m, -1, -2))


def size(m):
    return np.linalg.norm(m, 2)


def bright(theta, phi, chi):
    return np.stack([np.sin(theta) * np.cos(phi) + 0j,
                     np.sin(theta) * np.sin(phi) + 0j,
                     np.cos(theta) * np.exp(1j * chi),
                     0j * theta], axis=-1)


def hamiltonian(theta, phi, chi):
    b = bright(theta, phi, chi)
    h = np.zeros(b.shape + (4,), complex)
    h[..., 3, :] = b.conj()
    h[..., :, 3] = b
    return h


def dark_frame(theta, phi, chi):
    zero = 0j * theta
    d1 = np.stack([-np.sin(phi) + zero, np.cos(phi) + zero, zero, zero], -1)
    d2 = np.stack([np.cos(theta) * np.cos(phi) + zero,
                   np.cos(theta) * np.sin(phi) + zero,
                   -np.sin(theta) * np.exp(1j * chi), zero], -1)
    return np.stack([d1, d2], axis=-1)


def exp_i(hermitian):
    w, v = np.linalg.eigh(hermitian)
    return (v * np.exp(1j * w)[..., None, :]) @ dag(v)


def ordered_product(factors):
    total = np.eye(factors.shape[-1], dtype=complex)
    for factor in factors:
        total = factor @ total
    return total


def dark_projector(path, s):
    """Projector on the zero level from numerical diagonalization."""
    _, v = np.linalg.eigh(hamiltonian(*path(s)))
    return v[..., :, 1:3] @ dag(v[..., :, 1:3])


def projector_holonomy(path):
    """Holonomy from a chain of projectors; no connection is used."""
    s = np.arange(1, N + 1) / N
    f0 = dark_frame(*path(np.array(0.0)))
    m = f0
    for p in dark_projector(path, s):
        m = p @ m
    left, _, right = np.linalg.svd(dag(f0) @ m)
    return left @ right


def connection_steps(path):
    """Derived connection contracted with the parameter increments."""
    edge = np.arange(N + 1) / N
    theta, _, _ = path((edge[1:] + edge[:-1]) / 2)
    _, phi, chi = path(edge)
    return (-(np.cos(theta) * np.diff(phi))[:, None, None] * SY
            - (np.sin(theta)**2 * np.diff(chi))[:, None, None] * P2)


def phi_loop(theta0):
    return lambda s: (theta0 + 0 * s, TWO_PI * s, 0 * s)


def chi_loop(theta0):
    return lambda s: (theta0 + 0 * s, 0 * s, TWO_PI * s)


def clean(x):
    return np.round(x, 4) + 0.0


def show(label, m):
    cells = [f"{clean(z.real):.4f}{clean(z.imag):+.4f}i" for z in m.ravel()]
    print(f"{label}: [{cells[0]}, {cells[1]}; {cells[2]}, {cells[3]}]")


theta0 = np.arccos(0.6)
alpha = TWO_PI * np.cos(theta0)
beta = TWO_PI * np.sin(theta0)**2

# Connection from its definition, by central differences at a generic point.
point = np.array([0.83, 0.47, 1.21])
frame = dark_frame(*point)
formula = [0 * SY, -np.cos(point[0]) * SY, -np.sin(point[0])**2 * P2]
connection_error = 0.0
for mu in range(3):
    dp = np.zeros(3)
    dp[mu] = 1e-5
    slope = (dark_frame(*(point + dp)) - dark_frame(*(point - dp))) / 2e-5
    connection_error = max(connection_error,
                           size(1j * dag(frame) @ slope - formula[mu]))
assert connection_error < 1e-8
assert size(hamiltonian(*point) @ frame) < 1e-12
levels = np.linalg.eigvalsh(hamiltonian(*point))
assert np.allclose(levels, [-1, 0, 0, 1], atol=1e-12)


# A loop on which theta, phi and chi all vary.
def mixed_loop(s):
    return (theta0 + 0.3 * np.sin(TWO_PI * s), TWO_PI * s,
            1.5 * (1 - np.cos(TWO_PI * s)))


# Operator identity behind the adiabatic estimate: [H, X] = [P', P].
s0, h = 0.3, 1e-5
H = hamiltonian(*mixed_loop(np.array(s0)))
P = dark_projector(mixed_loop, np.array(s0))
dP = (dark_projector(mixed_loop, np.array(s0 + h))
      - dark_projector(mixed_loop, np.array(s0 - h))) / (2 * h)
R = np.linalg.pinv(H, rcond=1e-8)
X = R @ dP @ P + P @ dP @ R
assert size(P @ dP @ P) < 1e-6
assert size(H @ X - X @ H - (dP @ P - P @ dP)) < 1e-6

# Path ordering: projector chain against ordered and unordered exponentials.
steps = connection_steps(mixed_loop)
U_mixed = ordered_product(exp_i(steps))
U_mixed_chain = projector_holonomy(mixed_loop)
U_unordered = exp_i(steps.sum(axis=0))
ordered_error = size(U_mixed - U_mixed_chain)
unordered_error = size(U_unordered - U_mixed_chain)
assert ordered_error < 2e-4      # both discretizations err as 1/N^2
assert unordered_error > 0.01


# Gauge change along the mixed loop; twist = 0 gives a single-valued g.
def gauge(s, twist):
    s = np.asarray(s)[..., None, None]
    return exp_i((0.7 + 0.5 * np.cos(TWO_PI * s)) * SX
                 + 0.4 * np.sin(TWO_PI * s) * SZ + twist * s * SY)


def new_frame(s, twist):
    return dark_frame(*mixed_loop(s)) @ gauge(s, twist)


def new_frame_transport(twist):
    mid = (np.arange(N) + 0.5) / N
    slope = (new_frame(mid + h, twist) - new_frame(mid - h, twist)) / (2 * h)
    a_new = 1j * dag(new_frame(mid, twist)) @ slope
    a_new = (a_new + dag(a_new)) / 2
    g = gauge(mid, twist)
    dg = (gauge(mid + h, twist) - gauge(mid - h, twist)) / (2 * h)
    law = dag(g) @ (steps * N) @ g + 1j * dag(g) @ dg
    assert np.max(np.abs(a_new - law)) < 1e-4
    return ordered_product(exp_i(a_new / N))


g0 = gauge(0.0, 0.0)
U_gauge = new_frame_transport(0.0)
conjugated = dag(g0) @ U_mixed_chain @ g0
gauge_error = size(U_gauge - conjugated)
assert gauge_error < 2e-4
assert size(U_gauge - U_mixed_chain) > 0.01
U_open = new_frame_transport(0.8)
closing = (dag(new_frame(np.array(0.0), 0.8))
           @ new_frame(np.array(1.0), 0.8))
assert size(U_open - conjugated) > 0.1
assert size(closing @ U_open - conjugated) < 2e-4

# The two loops: projector chains against the closed formulas.
U1 = projector_holonomy(phi_loop(theta0))
U2 = projector_holonomy(chi_loop(theta0))
U1_formula = np.cos(alpha) * np.eye(2) - 1j * np.sin(alpha) * SY
U2_formula = np.diag([1, np.exp(-1j * beta)])
error1, error2 = size(U1 - U1_formula), size(U2 - U2_formula)
assert max(error1, error2) < 2e-4
commutator = U1 @ U2 - U2 @ U1
commutator_formula = (2j * np.exp(-1j * beta / 2) * np.sin(alpha)
                      * np.sin(beta / 2) * SX)
assert size(commutator - commutator_formula) < 5e-4
assert size(commutator) > 0.5

# Cases that must commute: cos(theta0) = 1/2, and loops with real couplings.
special = np.arccos(0.5)
V1 = projector_holonomy(phi_loop(special))
V2 = projector_holonomy(chi_loop(special))
special_norm = size(V1 @ V2 - V2 @ V1)
assert size(V1 + np.eye(2)) < 2e-4 and special_norm < 5e-4
R1 = projector_holonomy(lambda s: (theta0 + 0.3 * np.sin(TWO_PI * s),
                                   TWO_PI * s, 0 * s))
R2 = projector_holonomy(lambda s: (theta0 + 0.5 * (1 - np.cos(TWO_PI * s)),
                                   0.8 * np.sin(TWO_PI * s), 0 * s))
real_norm = size(R1 @ R2 - R2 @ R1)
assert min(abs(R1[0, 1]), abs(R2[0, 1])) > 0.05 and real_norm < 1e-8


# Full four-level Schroedinger evolution, at rest at both ends of the loop.
def evolve(path, duration):
    count = int(round(duration / 0.1))
    dt = duration / count
    x = (np.arange(count) + 0.5) / count
    ham = hamiltonian(*path(x - np.sin(TWO_PI * x) / TWO_PI))
    # H has eigenvalues 0, 0, +1, -1, hence this exact short-step exponential
    return ordered_product(np.eye(4) - 1j * np.sin(dt) * ham
                           + (np.cos(dt) - 1) * ham @ ham)


F0 = dark_frame(theta0, 0.0, 0.0)
start = np.array([1, 1]) / np.sqrt(2)
durations = [400, 800, 1600]
deviations, dynamic_populations = [], []
for duration in durations:
    W1 = evolve(phi_loop(theta0), duration)
    W2 = evolve(chi_loop(theta0), duration)
    deviations.append(max(size(dag(F0) @ W1 @ F0 - U1_formula),
                          size(dag(F0) @ W2 @ F0 - U2_formula)))
    dynamic_populations.append([abs((W2 @ W1 @ F0 @ start)[1])**2,
                                abs((W1 @ W2 @ F0 @ start)[1])**2])
assert deviations[1] < 0.6 * deviations[0]
assert deviations[2] < 0.6 * deviations[1]
assert deviations[2] < 5e-3

populations = [abs((U2 @ U1 @ start)[0])**2, abs((U1 @ U2 @ start)[0])**2]
population_formula = [(1 - np.sin(2 * alpha)) / 2,
                      (1 - np.sin(2 * alpha) * np.cos(beta)) / 2]
assert np.allclose(populations, population_formula, atol=5e-4)
assert np.allclose(dynamic_populations[-1], population_formula, atol=1e-2)

print("Units: hbar = Omega = 1; matrices in the dark frame (D1, D2)")
print(f"cos(theta0) = {np.cos(theta0):.4f}, sin(theta0) = {np.sin(theta0):.4f}")
print(f"theta0 = {np.degrees(theta0):.4f} degrees")
print(f"alpha = {alpha:.4f} rad, beta = {beta:.4f} rad")
print("levels of H at a generic point (hbar Omega):", clean(levels))
print(f"connection, definition minus formula: {connection_error:.1e}")
print(f"projectors in each chain: {N}")
show("U1 (phi loop), projector chain", U1)
show("U1 (phi loop), formula", U1_formula)
show("U2 (chi loop), projector chain", U2)
show("U2 (chi loop), formula", U2_formula)
print(f"chain minus formula, norm: U1 {error1:.1e}, U2 {error2:.1e}")
show("U2 U1 (phi loop first)", U2_formula @ U1_formula)
show("U1 U2 (chi loop first)", U1_formula @ U2_formula)
show("commutator U1 U2 - U2 U1, formula", commutator_formula)
print(f"commutator norm, projector chain: {size(commutator):.4f}")
print(f"commutator norm, formula: {size(commutator_formula):.4f}")
print(f"commutator norm at cos(theta0) = 1/2: {special_norm:.1e}")
print(f"commutator norm, two real-coupling loops: {real_norm:.1e}")
print("Population of |2> from start (D1 + D2)/sqrt(2):")
print(f"  phi loop first, formula: {population_formula[0]:.4f}")
print(f"  chi loop first, formula: {population_formula[1]:.4f}")
for duration, dev, pop in zip(durations, deviations, dynamic_populations):
    print(f"  Schroedinger, Omega T = {duration} per loop: phi first "
          f"{pop[0]:.4f}, chi first {pop[1]:.4f}")
    print(f"    largest deviation from U1, U2 (norm): {dev:.2e}")
print("Mixed loop (theta, phi, chi all vary):")
show("  U, projector chain", U_mixed_chain)
show("  U, path-ordered exponential", U_mixed)
show("  exponential without ordering", U_unordered)
print(f"  error with ordering (norm): {ordered_error:.1e}")
print(f"  error without ordering (norm): {unordered_error:.4f}")
show("  U in the new frame", U_gauge)
print(f"  new-frame U minus g0^dagger U g0 (norm): {gauge_error:.1e}")
for name, m in [("old frame", U_mixed), ("new frame", U_gauge),
                ("non-closing frame, uncorrected", U_open),
                ("non-closing frame, corrected", closing @ U_open)]:
    t = np.trace(m)
    print(f"  trace, {name}: {clean(t.real):.4f}{clean(t.imag):+.4f}i")
print("every check passed")
```

Printed output:

```
Units: hbar = Omega = 1; matrices in the dark frame (D1, D2)
cos(theta0) = 0.6000, sin(theta0) = 0.8000
theta0 = 53.1301 degrees
alpha = 3.7699 rad, beta = 4.0212 rad
levels of H at a generic point (hbar Omega): [-1.  0.  0.  1.]
connection, definition minus formula: 1.1e-11
projectors in each chain: 4000
U1 (phi loop), projector chain: [-0.8090+0.0000i, 0.5878+0.0000i; -0.5878+0.0000i, -0.8090+0.0000i]
U1 (phi loop), formula: [-0.8090+0.0000i, 0.5878+0.0000i; -0.5878+0.0000i, -0.8090+0.0000i]
U2 (chi loop), projector chain: [1.0000+0.0000i, 0.0000+0.0000i; 0.0000+0.0000i, -0.6374+0.7705i]
U2 (chi loop), formula: [1.0000+0.0000i, 0.0000+0.0000i; 0.0000+0.0000i, -0.6374+0.7705i]
chain minus formula, norm: U1 2.1e-07, U2 1.7e-07
U2 U1 (phi loop first): [-0.8090+0.0000i, 0.5878+0.0000i; 0.3747-0.4529i, 0.5157-0.6234i]
U1 U2 (chi loop first): [-0.8090+0.0000i, -0.3747+0.4529i; -0.5878+0.0000i, 0.5157-0.6234i]
commutator U1 U2 - U2 U1, formula: [0.0000+0.0000i, -0.9625+0.4529i; -0.9625+0.4529i, 0.0000+0.0000i]
commutator norm, projector chain: 1.0637
commutator norm, formula: 1.0637
commutator norm at cos(theta0) = 1/2: 8.6e-08
commutator norm, two real-coupling loops: 3.5e-16
Population of |2> from start (D1 + D2)/sqrt(2):
  phi loop first, formula: 0.0245
  chi loop first, formula: 0.8031
  Schroedinger, Omega T = 400 per loop: phi first 0.0247, chi first 0.8032
    largest deviation from U1, U2 (norm): 7.44e-04
  Schroedinger, Omega T = 800 per loop: phi first 0.0245, chi first 0.8031
    largest deviation from U1, U2 (norm): 1.86e-04
  Schroedinger, Omega T = 1600 per loop: phi first 0.0245, chi first 0.8031
    largest deviation from U1, U2 (norm): 4.65e-05
Mixed loop (theta, phi, chi all vary):
  U, projector chain: [-0.2842-0.4725i, 0.8070+0.2115i; -0.0146+0.8341i, 0.3781+0.4013i]
  U, path-ordered exponential: [-0.2842-0.4725i, 0.8070+0.2115i; -0.0146+0.8341i, 0.3781+0.4013i]
  exponential without ordering: [-0.7167+0.4202i, 0.4436-0.3362i; -0.4436+0.3362i, -0.5984+0.5763i]
  error with ordering (norm): 1.4e-06
  error without ordering (norm): 1.1900
  U in the new frame: [0.5014+0.5641i, 0.3884+0.5287i; 0.4040+0.5169i, -0.4075-0.6353i]
  new-frame U minus g0^dagger U g0 (norm): 1.5e-06
  trace, old frame: 0.0939-0.0712i
  trace, new frame: 0.0939-0.0712i
  trace, non-closing frame, uncorrected: 0.8761-0.6640i
  trace, non-closing frame, corrected: 0.0939-0.0712i
every check passed
```
